# Emission and Absorption Noise of a Quantum Point Contact

## One channel at zero temperature

Let a point contact join two electron reservoirs with chemical potentials $\mu_L$ and $\mu_R=\mu_L-eV$, where $e>0$ and $V>0$. The contact has one channel with transmission probability $T$ and reflection probability $R=1-T$. The temperature is zero and the electrons do not interact.

Suppose that the contact gives a quantum $\hbar\Omega>0$ to a detector. One electron must drop from a filled state at energy $E$ to an empty state at $E-\hbar\Omega$. States fed by the left reservoir are filled up to $\mu_L$, and those fed by the right reservoir up to $\mu_R$. A drop within one family is blocked, because everything below a filled state of that family is filled. A drop from the right family to the left one is blocked too. The remaining possibility is a drop from left to right, with

$$E<\mu_L,\qquad E-\hbar\Omega>\mu_R .$$

The allowed energies form an interval of length $eV-\hbar\Omega$, which closes at $\hbar\Omega=eV$. Each allowed drop will turn out to carry the weight $TR$, so that emission is proportional to $TR\,(eV-\hbar\Omega)$ below the threshold and is zero above it.

Absorption is different: an electron can be lifted from a filled state to an empty one even at $V=0$. Absorption therefore survives above the threshold. How much of it is due to the bias has to be calculated.

## What the sign of the frequency means

Let $I$ be $e$ times the electron number current from left to right. The electrical current has the opposite sign, which does not matter for a quantity quadratic in $I$. With $\delta I=I-\langle I\rangle$, define the two-sided, non-symmetrized noise

$$S(\omega)=\int_{-\infty}^{\infty}d\tau\,e^{i\omega\tau}\langle\delta I(\tau)\,\delta I(0)\rangle .$$

The steady state is a mixture of many-body energy eigenstates $|i\rangle$ with probabilities $p_i$. Inserting a complete set $|f\rangle$ between the two operators, and using $\delta I(\tau)=e^{iH\tau/\hbar}\delta I e^{-iH\tau/\hbar}$, gives the phase $e^{i(E_i-E_f)\tau/\hbar}$. The time integral then yields

$$S(\omega)=2\pi\hbar\sum_{i,f}p_i\,|\langle f|\delta I|i\rangle|^2\,\delta(\hbar\omega-E_f+E_i).$$

For $\omega=\Omega>0$ the conductor gains $\hbar\Omega$, so $S(\Omega)$ is absorption noise. For $\omega=-\Omega$ it loses $\hbar\Omega$, so $S(-\Omega)$ is emission noise. These sums have the form of golden-rule rates for a detector coupled weakly to $I$.

## The current operator

Take one spin direction first. In one channel of the left lead, the electron field is

$$\psi(x,t)=\int\frac{dE}{\sqrt{2\pi\hbar v}}\left[a(E)e^{ikx}+b(E)e^{-ikx}\right]e^{-iEt/\hbar},$$

where $v(E)$ is the velocity, $a$ belongs to waves approaching the contact and $b$ to waves leaving it. The incoming operators obey $\{a(E),a^\dagger(E')\}=\delta(E-E')$.

The particle current is $(\hbar/2mi)[\psi^\dagger\partial_x\psi-(\partial_x\psi^\dagger)\psi]$. A product $a^\dagger(E)a(E')$ receives the factor $\hbar(k+k')/2m$, and $b^\dagger(E)b(E')$ receives its negative. The mixed product $a^\dagger(E)b(E')$ receives $\hbar(k-k')/2m$. Relative to the first two it is smaller by

$$\frac{|k-k'|}{k+k'}\approx\frac{|\omega|}{2kv}=\frac{\hbar|\omega|}{4E_F},$$

since $|k-k'|\approx|\omega|/v$ and $\hbar kv=2E_F$, with $E_F$ the kinetic energy at the Fermi level. For $\hbar|\omega|\ll E_F$ the mixed terms are dropped. In the others $\hbar(k+k')/2m\approx v$ cancels the normalization $1/v$. The phases $e^{\pm i(k-k')x}$ are replaced by one, which requires $|\omega x|/v\ll1$: the current is measured close to the contact.

With all channels collected into vectors,

$$I(t)=\frac eh\int dE\,dE'\,e^{i(E-E')t/\hbar}\left[a_L^\dagger(E)a_L(E')-b_L^\dagger(E)b_L(E')\right].$$

The outgoing waves follow from the scattering matrix, $b_L=s_{LL}a_L+s_{LR}a_R$. Substitution gives

$$I(t)=\frac eh\sum_{\alpha\beta}\int dE\,dE'\,e^{i(E-E')t/\hbar}a_\alpha^\dagger(E)A_{\alpha\beta}(E,E')a_\beta(E'),$$

$$A_{\alpha\beta}(E,E')=\delta_{L\alpha}\delta_{L\beta}\mathbb 1-s_{L\alpha}^\dagger(E)s_{L\beta}(E'),$$

where $\alpha,\beta$ run over $L,R$.

## From four operators to two occupations

The incoming electrons are in equilibrium with their reservoirs, at temperature $\Theta$:

$$f_\alpha(E)=\frac{1}{e^{(E-\mu_\alpha)/k_B\Theta}+1}.$$

For non-interacting electrons Wick's theorem splits the average of four operators into pairs. Subtracting $\langle I\rangle^2$ removes the pairing within each current operator. The remaining pairing joins the first operator to the fourth, giving $f_\alpha(E)$, and the second to the third, giving $1-f_\beta(E')$. Hence

$$\langle\delta I(\tau)\delta I(0)\rangle=\frac{e^2}{h^2}\sum_{\alpha\beta}\int dE\,dE'\,e^{i(E-E')\tau/\hbar}\,\mathrm{Tr}[A_{\alpha\beta}A_{\alpha\beta}^\dagger]\,f_\alpha(E)[1-f_\beta(E')].$$

Here $A_{\beta\alpha}(E',E)=A_{\alpha\beta}^\dagger(E,E')$ was used, which follows from the definition of $A$. The time integral gives $h\,\delta(E'-E-\hbar\omega)$, and one factor $1/h$ cancels:

$$S(\omega)=\frac{e^2}{h}\sum_{\alpha\beta}\int dE\,\mathrm{Tr}[A_{\alpha\beta}A_{\alpha\beta}^\dagger]\,f_\alpha(E)[1-f_\beta(E+\hbar\omega)].$$

This holds per spin, with $A_{\alpha\beta}$ taken at $(E,E+\hbar\omega)$. Scattering may still depend on energy.

## The weights for constant scattering

Now let $s$ be constant over energies of order $eV$, $\hbar|\omega|$ and $k_B\Theta$. Let $R_n$ be the eigenvalues of $X=s_{LL}^\dagger s_{LL}$, and $T_n=1-R_n$. Unitarity of the columns of $s$ gives $\mathbb 1-X=s_{RL}^\dagger s_{RL}$, so the $T_n$ are transmission probabilities. From the definition of $A$,

$$A_{LL}=\mathbb 1-s_{LL}^\dagger s_{LL}=\mathbb 1-X,\qquad \mathrm{Tr}[A_{LL}A_{LL}^\dagger]=\sum_nT_n^2 .$$

Unitarity of the rows gives $s_{LR}s_{LR}^\dagger=\mathbb 1-s_{LL}s_{LL}^\dagger$, whose eigenvalues are also $T_n$. The nonzero eigenvalues of $s_{LR}^\dagger s_{LR}$ are the same, so $A_{RR}=-s_{LR}^\dagger s_{LR}$ again gives $\sum_nT_n^2$. For the mixed term, $A_{LR}=-s_{LL}^\dagger s_{LR}$ and

$$\mathrm{Tr}[A_{LR}A_{LR}^\dagger]=\mathrm{Tr}[s_{LL}^\dagger(\mathbb 1-s_{LL}s_{LL}^\dagger)s_{LL}]=\mathrm{Tr}[X-X^2]=\sum_nT_nR_n .$$

Since $A_{RL}=A_{LR}^\dagger$, the fourth trace is the same. This is the weight $TR$ announced for the single channel.

The current from the right lead into the contact has the matrix $\delta_{R\alpha}\delta_{R\beta}\mathbb 1-s_{R\alpha}^\dagger s_{R\beta}$. Adding it to $A_{\alpha\beta}$ gives $\delta_{\alpha\beta}\mathbb 1-\delta_{\alpha\beta}\mathbb 1=0$ by unitarity. For constant $s$ no charge collects in the contact, and the noise is the same on both sides.

## The energy integral

Set $x=\hbar\omega+\mu_\alpha-\mu_\beta$, $q=e^{x/k_B\Theta}$ and $y=e^{(E-\mu_\alpha)/k_B\Theta}$. Then $f_\alpha(E)=1/(1+y)$, $1-f_\beta(E+\hbar\omega)=qy/(1+qy)$ and $dE=k_B\Theta\,dy/y$. With partial fractions,

$$\int dE\,f_\alpha(1-f_\beta)=k_B\Theta\int_0^\infty\frac{q\,dy}{(1+y)(1+qy)}
=\frac{k_B\Theta\,q}{q-1}\left[\ln\frac{1+qy}{1+y}\right]_0^\infty .$$

The bracket equals $\ln q=x/k_B\Theta$, so the integral is

$$g(x)=\frac{x}{1-e^{-x/k_B\Theta}} .$$

The pairs $LL$ and $RR$ have $x=\hbar\omega$; $LR$ has $x=\hbar\omega+eV$ and $RL$ has $x=\hbar\omega-eV$. With a factor two for spin,

$$S(\omega)=\frac{2e^2}{h}\sum_n\left\{2T_n^2g(\hbar\omega)+T_nR_n\left[g(\hbar\omega+eV)+g(\hbar\omega-eV)\right]\right\}.$$

## Zero temperature

As $\Theta\to0$, $g(x)$ tends to $x$ for $x>0$ and to zero for $x\le0$.

For emission, $\omega=-\Omega$. The arguments $-\hbar\Omega$ and $-\hbar\Omega-eV$ are negative and drop out. What is left is

$$S(-\Omega)=\frac{2e^2}{h}\sum_nT_nR_n\,(eV-\hbar\Omega)\quad\text{for }\hbar\Omega<eV,$$

and $S(-\Omega)=0$ for $\hbar\Omega\ge eV$.

For absorption with $\hbar\Omega<eV$, the term $g(\hbar\Omega-eV)$ vanishes. Writing $eV+\hbar\Omega=2\hbar\Omega+(eV-\hbar\Omega)$ and using $T_n+R_n=1$,

$$2T_n^2\hbar\Omega+T_nR_n(eV+\hbar\Omega)=2T_n\hbar\Omega+T_nR_n(eV-\hbar\Omega).$$

For $\hbar\Omega\ge eV$ both mixed terms contribute, and the bias cancels:

$$2T_n^2\hbar\Omega+T_nR_n[(\hbar\Omega+eV)+(\hbar\Omega-eV)]=2T_n\hbar\Omega .$$

With the conductance $G=(2e^2/h)\sum_nT_n$, both cases read

$$S(\Omega)=2G\hbar\Omega+S(-\Omega).$$

Absorption above the threshold is thus $2G\hbar\Omega$, its value without bias. The absorption that persists is the equilibrium response of the filled Fermi seas; the part caused by the bias vanishes at $\hbar\Omega=eV$, just as emission does.

The symmetrized noise $\tfrac12[S(\Omega)+S(-\Omega)]$ equals $G\hbar\Omega$ above the threshold. Its nonzero value there does not mean that the contact can deliver energy.

## Excess noise and temperature

The equality of the two bias-induced parts holds at any temperature in this model. From the definition of $g$,

$$g(-x)=\frac{x}{e^{x/k_B\Theta}-1}=e^{-x/k_B\Theta}g(x),\qquad g(x)-g(-x)=x .$$

In $S(\Omega)-S(-\Omega)$, pair $g(\hbar\Omega+eV)$ with $g(-\hbar\Omega-eV)$, and $g(\hbar\Omega-eV)$ with $g(-\hbar\Omega+eV)$. The biases cancel:

$$S(\Omega)-S(-\Omega)=\frac{2e^2}{h}\sum_n(2T_n^2+2T_nR_n)\hbar\Omega=2G\hbar\Omega .$$

Since the right side does not contain $V$, switching on the bias at fixed temperature changes absorption and emission by the same amount.

Three limits are useful.

**No bias.** Here $S(\omega)=2Gg(\hbar\omega)$, and emission divided by absorption is $e^{-\hbar\Omega/k_B\Theta}$. At zero frequency $g(0)=k_B\Theta$, so $S(0)=2Gk_B\Theta$, the thermal noise in the two-sided convention.

**Zero frequency and zero temperature.** With $\langle I\rangle=GV$,

$$S(0)=\frac{2e^2}{h}\,eV\sum_nT_nR_n=e\langle I\rangle F,\qquad F=\frac{\sum_nT_nR_n}{\sum_nT_n}.$$

A one-sided spectrum adds both signs of frequency and has $2e\langle I\rangle F$.

**Emission above the threshold at low temperature.** Let $k_B\Theta$ be far below both $eV$ and $\hbar\Omega-eV$. The least suppressed term is $g(eV-\hbar\Omega)$, so for partly transmitting channels

$$S(-\Omega)\approx\frac{2e^2}{h}\sum_nT_nR_n(\hbar\Omega-eV)\,e^{-(\hbar\Omega-eV)/k_B\Theta}.$$

The largest of the other terms, $2T_n^2g(-\hbar\Omega)$, has relative size $e^{-eV/k_B\Theta}$ times $2T_n\hbar\Omega/[R_n(\hbar\Omega-eV)]$. This prefactor is large for a nearly open channel, which therefore needs a lower temperature. If every channel is either open or closed, the leading term is absent from the formula and only this thermal term is left in it. The mixed terms dropped from the current operator then matter: they give an open channel a left-to-right weight of order $(\hbar\Omega/4E_F)^2$, which multiplies the weaker exponential $e^{-(\hbar\Omega-eV)/k_B\Theta}$ and exceeds the thermal term at low enough temperature.

## How general the threshold is

The threshold does not need constant scattering. In the general integral, emission at zero temperature requires $E<\mu_\alpha$ and $E-\hbar\Omega>\mu_\beta$, hence $\hbar\Omega<\mu_\alpha-\mu_\beta\le eV$, whatever the matrices $A_{\alpha\beta}$ are. The current is a one-body operator: acting on a state of independent electrons it moves one electron at a time, and one electron can release at most $eV$.

Energy dependence does change the size of the emission. For one channel, $A_{LR}=-s_{LL}^*(E)s_{LR}(E-\hbar\Omega)$, and its weight is $R(E)\,T(E-\hbar\Omega)$, a product taken at two energies. The balance between left and right currents can fail as well, because charge may be stored in the contact during a cycle.

The argument fails when electrons share energy through interactions: a process in which two electrons each drop by up to $eV$ could supply up to $2eV$. It also fails when the voltage fluctuates or is driven, since the electrons can then take energy from the circuit.

## A test in real time

The formula was tested on a tight-binding chain, starting from the definition of $S(\omega)$. Two half-chains of 600 sites with hopping energy $J$, filled to chemical potentials differing by $eV=0.2J$ at $k_B\Theta=0.01J$, are joined by a weak bond with transmission $0.5$ at the band centre. After a time $300\hbar/J$ the current correlator at this bond is computed and Fourier transformed with a Gaussian window of standard deviation $50\hbar/J$. The formula is smoothed in the same way. The values below are $Sh/e^2$ per spin, in units of $J$.

| $\hbar\omega/J$ | simulated | formula | simulated, $V=0$ |
|---|---|---|---|
| $-0.3$ | 0.00001 | 0.00001 | 0.00000 |
| $-0.1$ | 0.02503 | 0.02502 | 0.00002 |
| $0.1$ | 0.12492 | 0.12502 | 0.10004 |
| $0.3$ | 0.30017 | 0.30001 | 0.30055 |

Below the threshold the bias adds 0.0249 to absorption and 0.0250 to emission. Above it, at $0.3J$, emission is nearly gone, and absorption with and without bias agrees to about 0.1%.

A second contact contains a resonant site, so that its transmission falls from 0.999 at $E=0.05J$ to 0.300 at $E=-0.15J$. At the same bias, the current at the bond just left of this site has emission noise 0.00412 at $0.1J$ and zero to five decimals at $0.3J$, so the threshold survives. Absorption at this bond is 0.61697 at $0.3J$. A single channel with constant transmission could give at most $2\times0.3=0.6$ there, so the constant-scattering formula does not apply to this contact. A separate calculation with energy-dependent scattering states reproduces these noise values to the five decimals shown.

## A contact with two channels

Take round parameters: two spin-degenerate channels with $T_1=1$ and $T_2=0.4$, and $V=40\ \mu\text{V}$. Then

$$\sum_nT_n=1.4,\qquad \sum_nT_nR_n=0+0.4\times0.6=0.24,\qquad F=\frac{0.24}{1.4}=0.171 .$$

With $2e^2/h=7.748\times10^{-5}$ S, the conductance is $G=1.085\times10^{-4}$ S and the mean current is $4.34$ nA. The threshold frequency is $eV/h=9.672$ GHz, and the zero-temperature noise at zero frequency is $S(0)=1.192\times10^{-28}\ \text{A}^2/\text{Hz}$.

At 5 GHz and zero temperature, emission is reduced from $S(0)$ by the linear factor:

$$S(-\Omega)=1.192\times10^{-28}\left(1-\frac{5}{9.672}\right)=5.76\times10^{-29}\ \text{A}^2/\text{Hz}.$$

Its square root is $7.6\ \text{fA}/\sqrt{\text{Hz}}$. Absorption is the zero-bias value plus the same excess:

$$S(\Omega)=(7.188+0.576)\times10^{-28}=7.76\times10^{-28}\ \text{A}^2/\text{Hz}.$$

At this frequency most of the absorption is present without bias, although the frequency lies below the threshold. Toward zero frequency, still at zero temperature, the equilibrium part vanishes and the excess dominates. The open channel supplies $1/1.4=71\%$ of that equilibrium part and none of the zero-temperature emission.

At 15 GHz and zero temperature, emission is zero. Absorption is $2.156\times10^{-27}\ \text{A}^2/\text{Hz}$ with or without the bias.

At 20 mK the thermal frequency $k_B\Theta/h$ is $0.417$ GHz. Emission at 5 GHz changes by only about 0.01%. At 15 GHz the exponent is $(15-9.672)/0.4167=12.79$, and emission is $1.84\times10^{-34}\ \text{A}^2/\text{Hz}$, in agreement with the low-temperature expression. The sharp threshold has become an exponential tail, still some seven orders of magnitude below absorption at that frequency.

## Comparison with real contacts

Gate-defined contacts in two-dimensional electron gases are studied at biases of tens of microvolts, frequencies of several gigahertz and temperatures of tens of millikelvin, so the chosen bias, frequencies and temperature are realistic, with 20 mK at the cold end for the electrons themselves. Constant transmission is an approximation for a partly open channel. If the second channel follows the saddle-point form $T(E)=1/[1+e^{-2\pi(E-E_0)/\hbar\omega_x}]$ with $\hbar\omega_x=1$ meV, and $T=0.4$ midway between the chemical potentials, the zero-temperature emission at 5 GHz is about 6% lower for the current on the left and about 7% higher for the current on the right; the thermal tail at 15 GHz and 20 mK shifts in the same directions by about 20%. The condition $|\omega x|/v\ll1$ is harder to meet. With a Fermi velocity near $2\times10^5$ m/s, $v/\omega$ is about 2 μm at 15 GHz, less than the usual distance to the ohmic contacts. Farther from the contact the non-interacting model gives the same zero-temperature emission but a different absorption: $A_{LL}$ acquires the phase $2\omega x/v$ on its reflected part, and the absorption at 15 GHz varies between $2.16\times10^{-27}$ and $4.0\times10^{-27}\ \text{A}^2/\text{Hz}$. In a real device, screening and displacement currents also affect what reaches the circuit, and they are not included here. The absorption values above are therefore those of the ideal model close to the contact. A real circuit is not an ideal voltage source. If the contact feeds a real impedance $Z$, current division multiplies the noise delivered to it by $1/(1+GZ)^2$. For $Z=50\ \Omega$, $GZ=0.0054$ and the reduction is about 1.1%; for an impedance of several kilo-ohms the correction is large and the constant-voltage model is no longer adequate. Electron heating matters far more above the threshold. At 40 mK the exponent at 15 GHz halves to 6.39, and the emission tail grows by $e^{6.39}\approx600$, to about $1.1\times10^{-31}\ \text{A}^2/\text{Hz}$. The emission at 5 GHz is much less sensitive.

## Calculated quantities

```
CHAIN SIMULATION (energies in J, noise S*h/e^2 in J, per spin)
link transmission = 0.5000, eV = 0.2 J, kT = 0.01 J
mean current I*h/e: simulated 0.09995 J, T*eV 0.10000 J
hbar w = -0.3 J: simulated 0.00001, formula 0.00001, zero-bias simulated 0.00000
hbar w = -0.1 J: simulated 0.02503, formula 0.02502, zero-bias simulated 0.00002
hbar w = +0.0 J: simulated 0.05642, formula 0.05643, zero-bias simulated 0.01286
hbar w = +0.1 J: simulated 0.12492, formula 0.12502, zero-bias simulated 0.10004
hbar w = +0.3 J: simulated 0.30017, formula 0.30001, zero-bias simulated 0.30055
excess at 0.1 J: absorption 0.02488, emission 0.02501
resonant contact: T(0.05 J) = 0.999, T(-0.15 J) = 0.300
resonant, hbar w = -0.3 J: simulated 0.00000, scattering states 0.00000
resonant, hbar w = -0.1 J: simulated 0.00412, scattering states 0.00412
resonant, hbar w = +0.0 J: simulated 0.03964, scattering states 0.03964
resonant, hbar w = +0.1 J: simulated 0.20657, scattering states 0.20657
resonant, hbar w = +0.3 J: simulated 0.61697, scattering states 0.61697
WORKED EXAMPLE
transmissions = [1.0, 0.4], V = 40.0 uV
sum T = 1.400, sum T(1-T) = 0.240
2e^2/h = 7.74809e-05 S, G = 1.08473e-04 S
mean current = 4.3389 nA
threshold eV/h = 9.6720 GHz
kT/h at 20 mK = 0.4167 GHz
zero-frequency S = 1.1917e-28 A^2/Hz, Fano factor = 0.1714
5 GHz, 0 K: emission = 5.7565e-29 A^2/Hz
5 GHz, 0 K: absorption = 7.7632e-28 A^2/Hz
5 GHz, 0 K: zero-bias absorption = 7.1875e-28 A^2/Hz
5 GHz, 0 K: excess absorption = 5.7565e-29 A^2/Hz
5 GHz, 20 mK: emission = 5.7570e-29 A^2/Hz
5 GHz, 20 mK: absorption = 7.7632e-28 A^2/Hz
15 GHz, 0 K: emission = 0.0000e+00 A^2/Hz
15 GHz, 0 K: absorption = 2.1563e-27 A^2/Hz
15 GHz, 0 K: zero-bias absorption = 2.1563e-27 A^2/Hz
15 GHz, 0 K: excess absorption = 0.0000e+00 A^2/Hz
15 GHz, 20 mK: emission = 1.8393e-34 A^2/Hz
15 GHz, 20 mK: absorption = 2.1563e-27 A^2/Hz
(h nu - eV)/kT at 15 GHz, 20 mK = 12.7853
low-temperature tail at 15 GHz = 1.8393e-34 A^2/Hz
```
